# Mean Field in the Pores of a Two-Phase Dielectric Film, part 2

A porous insulating film fills the gap between two parallel plates of area $A$ at $z=0$ and $z=d$, held at potentials $V$ and $0$. We want the mean field in its pores along the applied field $E_0=V/d$, which is also the mean field inside the film. All permittivities are relative to $\varepsilon_0$. The solid walls have the uniform, isotropic permittivity $k_m>1$; the pores contain air, of permittivity 1, and fill the volume fraction $p$. The film is linear, holds no free or trapped charge, and loses no flux of $\mathbf D$ through its sides. Its own permittivity $k$ is defined by its capacitance: with plate charge $Q$, $Q/V=\varepsilon_0kA/d$.

Let $E_p$ and $E_w$ be the means of $E_z$ over the pores and over the walls. The combination $D_z/\varepsilon_0-k_mE_z$ vanishes in the walls and equals $(1-k_m)E_z$ in the pores. Its average over the film is $(k-k_m)E_0$, which gives

$$f\equiv\frac{E_p}{E_0}=\frac{k_m-k}{p\,(k_m-1)}. \tag{3}$$

The mean wall field follows from

$$\frac{E_w}{E_0}=\frac{1-pf}{1-p}. \tag{4}$$

Pore shape enters only through $k$. If the film is in series with a vacuum gap, the field in the gap is $E_{\rm gap}=kE_0$, so $E_p/E_{\rm gap}=f/k$.

Equation (3) does not show by itself that the field becomes uniform when the contrast vanishes, $k_m\to1$; that needs limits on $k$. An energy argument has supplied them:

$$\frac{k_m}{1-p+pk_m}\le k\le p+(1-p)k_m .$$

One check listed among the computed values at the end concerns flat layers of air and solid with $k_m=3.0$ and $p=0.216$, their normal tilted by $35^\circ$ from $z$. There the mean pore field also has a component transverse to the applied field.

Q: Convert that to the pore field.

A: The ratio $f$ falls as $k$ rises, so the largest $k$ gives the smallest $f$. There $k_m-k=p(k_m-1)$ and $f=1$. At the smallest $k$,

$$k_m-k=\frac{k_m(1-p+pk_m)-k_m}{1-p+pk_m}=\frac{k_m\,p(k_m-1)}{1-p+pk_m}.$$

Dividing by $p(k_m-1)$ gives the other end:

$$1\le f\le\frac{k_m}{1-p+pk_m}. \tag{6}$$

The upper and lower limits on $k$ are the permittivities of flat layers along and across the field, so such layers reach the two ends of (6). For $k_m=3.0$ and $p=0.3$ a numerical solution gives $f=1.000$ for layers along the field and 1.875 for layers across it, and the upper limit is $3/1.6=1.875$. When $k_m\to1$ both limits become 1, which settles your question about vanishing contrast.

Q: Layers are easy. Try a shape in which neither $\mathbf E$ nor $\mathbf D$ is uniform.

A: Take a spherical pore of radius $a$ inside a concentric solid shell of outer radius 1, with $a^3=p$. Embed it in a uniform medium whose permittivity $k$ is chosen so that the outside field remains $E_0$, undisturbed. Such coated spheres, of all sizes, can replace the medium piece by piece without altering the field outside them. The filled structure then has permittivity $k$.

With $\vartheta$ the angle from the field, the potentials divided by $E_0\cos\vartheta$ are $-fr$ in the pore, $-(\alpha r-\beta p/r^2)$ in the shell, with constants $\alpha$ and $\beta$, and $-r$ outside. Matching the potential and the normal displacement at $r=a$, where $p/r^3=1$, gives

$$f=\alpha-\beta,\qquad f=k_m(\alpha+2\beta),$$

and at $r=1$

$$1=\alpha-p\beta,\qquad k=k_m(\alpha+2p\beta).$$

The first pair gives $\beta=-\alpha(k_m-1)/(2k_m+1)$ and hence $f=3k_m\alpha/(2k_m+1)$. The third equation then gives

$$\alpha=\frac{2k_m+1}{2k_m+1+p(k_m-1)},\qquad f=\frac{3k_m}{2k_m+1+p(k_m-1)}.$$

Since $p\beta=\alpha-1$, the fourth becomes $k=k_m(3\alpha-2)$, and

$$k_m-k=3k_m(1-\alpha)=\frac{3k_m\,p(k_m-1)}{2k_m+1+p(k_m-1)} .$$

Divide by $p(k_m-1)$ and the directly calculated $f$ returns. For $k_m=3.0$ and $p=0.216$, $f=9/7.432=1.211$ and $k=2.477$. For $p\to0$ the field in one isolated sphere is $3k_m/(2k_m+1)$ times $E_0$, or 1.29 here.

Q: So a mixing rule is a guess at $f$?

A: For this kind of film it can be read that way. Solved for $k$, our relation is $k=k_m-pf(k_m-1)$. Inserting the coated-sphere $f$ gives the Maxwell Garnett formula for spherical pores. Another assumption about $f$ gives another $k$.

Q: Now a film with numbers, and with pores that are not spheres.

A: Take $k_m=3.0$, a thickness of 60 nm and 6 V, so $E_0=1$ MV/cm. The structure repeats in cubic cells 3 nm wide. In film C each cell holds a closed cubic pore 1.8 nm wide, so $p=(1.8/3)^3=0.216$. In film O three square channels 0.9 nm wide run along the axes and cross in each cell. With $c=0.9/3=0.3$, each channel fills $c^2$ of the cell. Their sum counts the common cube $c^3$ three times instead of once, so $p=3c^2-2c^3=0.270-0.054=0.216$. Wall permittivity and porosity are thus the same in both, and the shape differs. Both have cubic symmetry, and the plates lie on mirror planes of the structure.

Solving for the potential by finite elements gives $k$ from the plate charge: 2.4691 for C and 2.4473 for O. Then

$$f_C=\frac{3-2.4691}{0.432}=1.229,\qquad f_O=\frac{3-2.4473}{0.432}=1.279 .$$

Averaging the potential gradient over the pores, without the formula, gives 1.2289 and 1.2794.

Q: Could both be wrong because the mesh is coarse?

A: The agreement cannot exclude that, since it is found on every mesh used. The change with the mesh is the measure. Going from 20 to 30 elements per half cell moves $f$ by 0.0005 in C and 0.0009 in O, far less than the difference of 0.05 between the films. The last digits are still not converged: upper and lower energy bounds with 60 elements per half cell put $k$ between 2.4688 and 2.4689 in C and between 2.4468 and 2.4470 in O, so that $f$ lies between 1.2293 and 1.2297 in C and between 1.2800 and 1.2807 in O, up to about 0.001 above the values quoted. The same agreement was found in a small disordered sample without symmetry, with $p=0.305$, $k=2.309$ and $f=1.133$. That sample has only one element per random block, so its two values agree with each other but are not converged: bounds from finer meshes put $k$ between 2.22 and 2.26, and $f$ between 1.21 and 1.28.

In C the mean pore field is 1.23 MV/cm, and the mean wall field is $(1-0.216\times1.229)/0.784=0.94$ MV/cm. Air fills 22 % of the volume and takes 27 % of the voltage. The capacitance is 0.036 µF/cm² and the plate charge 0.22 µC/cm². Relative to the field in a series vacuum gap the ratio is $f/k=0.50$.

Q: May I compare 1.23 MV/cm with a breakdown field?

A: Not as a peak field. The root-mean-square pore field is 1.24 MV/cm in C and 1.32 MV/cm in O. The largest element average of $E_z$ in the pores of C is 1.45 MV/cm on the 20-element mesh and 1.49 MV/cm on the 30-element mesh. It keeps rising because the model has no maximum: at a perfectly sharp right-angled pore edge with these permittivities the field grows as $r^{-0.16}$ with decreasing distance $r$ from the edge. In a real film the peak depends on how the edges are rounded on the atomic scale.

Q: How good must my three inputs be?

A: Better than the simple formula suggests, because $k_m-k$ is a difference. At fixed $p$ and $k_m$, a small relative error in $k$ is multiplied by $-k/(k_m-k)=-2.469/0.531=-4.65$ in $f$. For film C, changing one input at a time from $f=1.229$:

- $k$ higher by 1 % gives 1.172, a change of −5 %.
- $p$ higher by 0.02 gives 1.125, or −8 %.
- $k_m$ higher by 0.1 gives 1.391, or +13 %.

There is also the question of where a pore ends. Its walls are 1.2 nm thick, a few atomic spacings, and a sharp surface is an idealization. Moving each pore face outward by 0.05 nm makes $p=0.254$ and, at the same $k$, $f=1.045$, or −15 %.

Q: And if the pores are not quite empty?

A: A uniform pore filling of permittivity $k_p$ is easy. The combination $D_z/\varepsilon_0-k_mE_z$ is then $(k_p-k_m)E_z$ in the pores, so $k_m-1$ is replaced by $k_m-k_p$. For air with $k_p=1.0006$, $f$ changes from 1.2289 to 1.2293.

A third phase is another matter. Line the pores of C with water of mean thickness 0.075 nm and permittivity 10, a rough value for bound water. The film's $k$ rises to about 2.87. The dry formula gives $(3-2.87)/0.432\approx0.3$, while the mean field in the remaining air is $1.17E_0$. The average now reads

$$(k_m-k)E_0=p_a(k_m-1)E_a-p_l(k_l-k_m)E_l ,$$

with $a$ for air and $l$ for the lining. The last term is unknown from capacitance alone. Here the limits (6) help: a value of 0.3 lies below 1, so the data cannot belong to a dry two-phase film. A smaller amount of water could leave $f$ within the limits and go unnoticed. The continuous lining is itself an idealization, since 0.075 nm is only about a quarter of a molecular layer. The same amount of water gathered into clusters at the pore corners would make the dry formula give roughly 0.45 to 0.6 for wedge-shaped, rounded or cubic clusters.

Q: Real insulators also hold charge, and they leak.

A: Trapped charge breaks the statement that every plane carries the same flux. Across a sheet of $10^{11}$ elementary charges per cm² parallel to the plates, the field averaged over whole cells jumps by about $qN/(\varepsilon_0k)=0.073$ MV/cm, 7 % of $E_0$. Right at the sheet the local permittivity sets the jump, which is $qN/(\varepsilon_0k_m)=0.060$ MV/cm for a sheet lying in solid wall. At fixed voltage the field rises on one side and falls on the other, by amounts that add up to this jump; for a sheet halfway between the plates each is half of it. If the charge stays fixed while the voltage changes, linearity lets us subtract its field, and (3) holds for the changes of field and plate charge.

Leakage limits the time. For a rough current density $J=10^{-9}$ A/cm² at this field, charge builds up at internal surfaces over about $\varepsilon_0kE_0/J\approx220$ s. Under a voltage held much longer, the steady current fixes the field. If the conduction is ohmic, conductivities then replace permittivities in the same averages, and the $k$ from the capacitance no longer gives the pore field.

Q: Would the gas in the pores ionize, or electrons tunnel through?

A: The mean voltage across one closed pore is 0.22 V. A charge crossing the whole film gains at most 6 eV from the field, below the roughly 12 eV needed to ionize a molecule of air. The mean free path in the gas at 373 K and 760 Torr, about 84 nm, also exceeds the film thickness. For an electron tunnelling from a plate into the film, take a triangular barrier 3 eV high, a rough value, with the mean pore field throughout and the free-electron mass. The barrier is then about 24 nm long, many pores wide, and the exponent is about 290. A lighter tunnelling mass of 0.42 electron masses lowers it to about 190, so this process is negligible in either case. Conduction through defects is not covered by that estimate. Saturation of a 1 debye dipole at 373 K, if the field acting on it is $E_0$, lowers the ratio of its mean moment to the field by a fraction of about $3\times10^{-4}$, and the differential response by about $8\times10^{-4}$, so this source of nonlinearity is negligible here.

Q: Which real film is this meant to resemble?

A: Porous organosilicate glass, used as an insulator between metal lines. Walls of permittivity near 3, porosities of some 20 to 30 % and pores of one to two nanometres are rough typical values, and the model's $k$ near 2.5 belongs to that range. The regular cubes and channels are not typical; real pores are irregular. A field of 1 MV/cm is high for ordinary service: 1 V between lines 40 nm apart, for example, gives 0.25 MV/cm. The assumption most open to doubt is that of uniform, dry walls with a known $k_m$, since processing can alter the solid near exposed surfaces and let water in. In film C an error of 0.1 in $k_m$ moved the inferred pore field by 13 %, and with the water lining the dry formula gave about 0.3 times $E_0$ where the true mean field in the air was 1.17 times $E_0$. The relation between the averages is exact within its assumptions; the pore field inferred from measured inputs is as uncertain as those inputs make it.

## Values computed for the example and the checks

```
Inputs: k_m = 3.0, p = 0.216 (dimensionless)
Film: 60 nm, 6.0 V, E0 = 1.000 MV/cm
Cell 3.0 nm, closed pore width 1.8 nm, channel width 0.9 nm
closed, mesh 10: k = 2.4703, f averaged = 1.2262, f formula = 1.2262
closed, mesh 20: k = 2.4693, f averaged = 1.2284, f formula = 1.2284
closed, mesh 30: k = 2.4691, f averaged = 1.2289, f formula = 1.2289
channels, mesh 10: k = 2.4493, f averaged = 1.2748, f formula = 1.2748
channels, mesh 20: k = 2.4477, f averaged = 1.2785, f formula = 1.2785
channels, mesh 30: k = 2.4473, f averaged = 1.2794, f formula = 1.2794
Shift of f, mesh 20 to 30: closed 0.0005, channels 0.0009
closed: mean pore field 1.229 MV/cm, mean wall field 0.937 MV/cm
closed: rms pore field 1.241 MV/cm
channels: mean pore field 1.279 MV/cm, mean wall field 0.923 MV/cm
channels: rms pore field 1.318 MV/cm
closed: largest voxel field, mesh 20 and 30: 1.453, 1.485 MV/cm
Bounds on f at this p: 1 to 2.0950
closed: f/k, relative to field in a series vacuum gap = 0.4977
closed: capacitance 0.0364 uF/cm2, plate charge 0.2186 uC/cm2
Disordered film: p = 0.3050, k = 2.3090, f = 1.1329
Layers, p = 0.3: across f = 1.8750, along f = 1.0000
Coated sphere: k = 2.4769, core field/E0 = 1.2110
Laminate tilted 35 deg: pore field/E0 along 1.7347, transverse 0.5145
Closed-pore film, formula with one input changed:
  k raised 1 %: f = 1.1718
  p raised by 0.02: f = 1.1248
  k_m raised by 0.1: f = 1.3909
  pore surface moved 0.05 nm: p = 0.2540, f = 1.0449
  pore permittivity 1.0006: f = 1.2293
Water lining 0.075 nm, permittivity 10 (rough): k = 2.8741
  true mean air field/E0 = 1.1658, dry formula gives 0.2915
Trapped sheet 1e+11 cm^-2: field step 0.0733 MV/cm
Leakage 1e-09 A/cm2 (rough): relaxation time 219 s
Mean voltage over one closed pore width: 0.221 V
Gas mean free path at 373 K, 760 Torr: 84 nm
Tunnelling exponent, 3.0 eV barrier (rough), mean pore field: 289
Saturation of a 1 debye dipole at 373 K: relative change 2.8e-04
```
